# Schep correction to the resistance of an interface between diffusive conductors

A flat interface joins a left conductor with $N_L$ modes and a right conductor with $N_R$ modes, counted per spin at the Fermi energy. An electron arriving in mode $j$ leaves in mode $i$ with probability $P_{ij}$, found from the wave equation. The total transmission $T$ is the sum of $P_{ij}$ over all $j$ on the left and all $i$ on the right. Both conductors are diffusive. What resistance does the interface add to the resistances of the two bulks?

The response is linear, both spins behave alike, and the conductors randomise: flux that leaves any piece of bulk is spread evenly over the modes. Parts (a) to (e) use this as an idealisation, and part (f) measures its error for isotropic scattering in the silicon of the example. Populations are expressed as electrochemical potentials $\mu$, which are energies. A mode filled to $\mu$ carries the particle flux $\mu/h$ per spin, counted from a common reference, because velocity and one-dimensional density of states cancel.

**(a) Show that $T$ is the same in both directions, and find the current for even incident populations.**

Every electron that arrives must leave, so $\sum_i P_{ij}=1$. In equilibrium all incoming modes are equally filled and all outgoing ones must be too, so $\sum_j P_{ij}=1$.

Let $\mathcal R_L$ be the sum of $P_{ij}$ with both modes on the left, and $T'$ the total transmission from right to left. Summing the first rule over modes arriving from the left, and the second over modes leaving to the left, gives

$$N_L=\mathcal R_L+T,\qquad N_L=\mathcal R_L+T'.$$

Hence $T'=T$. Since $\mathcal R_L\ge 0$, $T\le N_L$, and the same argument on the right gives $T\le N_R$.

Let all modes arriving from the left be filled to $\mu_L^+$ and all those arriving from the right to $\mu_R^-$. The superscript gives the direction of motion, $+$ being to the right. The net particle flux is $(2/h)T(\mu_L^+-\mu_R^-)$, where 2 counts the spins. It is convenient to write

$$j=T\Delta,\qquad \Delta=\mu_L^+-\mu_R^-,\qquad |I|=\frac{2e}{h}\,j. \tag{1}$$

**(b) Find the drop of the mean potential across the interface, and from it the resistance.**

The ratio $\Delta/j=1/T$ compares only the arriving electrons. The potential of a conductor must also count those that leave. On the left, the outgoing flux consists of reflected electrons, $(N_L-T)\mu_L^+$, and of electrons transmitted from the right, $T\mu_R^-$. The mean outgoing population is the sum divided by $N_L$:

$$\mu_L^-=\frac{(N_L-T)\mu_L^++T\mu_R^-}{N_L}=\mu_L^+-\frac{T\Delta}{N_L}.$$

On the right,

$$\mu_R^+=\frac{(N_R-T)\mu_R^-+T\mu_L^+}{N_R}=\mu_R^-+\frac{T\Delta}{N_R}.$$

The outgoing modes are in general unevenly filled, but the next piece of bulk erases the differences, so these means suffice.

Take as the potential of each conductor the mean over both directions:

$$\mu_L=\tfrac12(\mu_L^++\mu_L^-)=\mu_L^+-\frac{T\Delta}{2N_L},\qquad
\mu_R=\mu_R^-+\frac{T\Delta}{2N_R}.$$

Subtraction gives

$$\mu_L-\mu_R=\Delta\left[1-\frac T2\left(\frac1{N_L}+\frac1{N_R}\right)\right].$$

The voltage is $(\mu_L-\mu_R)/e$. Division by the current $(2e/h)T\Delta$ yields

$$\boxed{R=\frac{h}{2e^2}\left[\frac1T-\frac12\left(\frac1{N_L}+\frac1{N_R}\right)\right]}\tag{2}$$

The subtracted term is the Schep correction. It arises because the current itself makes the arriving electrons on the left fuller than the average there, and those on the right emptier.

**(c) The mean over both directions was a choice. Justify it, and show that the resistances of bulk and interface then add.**

Both directions of motion have the same density of states. A conductor with even populations in each direction therefore holds as many electrons as one in equilibrium at the mean $\mu$. Another fixed weighting of the two directions would also give resistances that add, but for $N_L\ne N_R$ it would shift resistance between the interface and the junctions with the reservoirs, and its $\mu$ would not give the number of electrons.

Consider a chain of elements between two reservoirs. At a point with $N$ modes let $a$ and $b$ be the mean populations moving right and left, and let $\mu=(a+b)/2$. The current is $j=N(a-b)$ everywhere along the chain. Solving these two relations gives

$$a=\mu+\frac{j}{2N},\qquad b=\mu-\frac{j}{2N}. \tag{3}$$

An element with total transmission $T$ obeys $j=T(a_L-b_R)$ if the flux reaching it is even. Inserting (3),

$$\frac jT=\mu_L-\mu_R+\frac{j}{2N_L}+\frac{j}{2N_R},$$

so that $\mu_L-\mu_R=jr$ with

$$r=\frac1T-\frac12\left(\frac1{N_L}+\frac1{N_R}\right).$$

For the interface the evenness is supplied by the neighbouring bulk. A bulk slab does not need it: a scrambling slab passes the same fraction $\tau$ of the flux whichever modes bring it. With $T=N\tau$ and equal mode numbers on its two sides, its resistance is

$$r_{\rm slab}=\frac{1}{N\tau}-\frac1N=\frac1N\left(\frac1\tau-1\right). \tag{4}$$

The drops $jr$ telescope along the chain. At the left end the reservoir fixes $a=\mu_0$, so by (3) the first point lies at $\mu_0-j/2N_L$. The right end contributes $j/2N_R$ in the same way. The total transmission of a slab A, the interface and a slab B therefore satisfies

$$\frac1{T_{\rm tot}}=\frac1{2N_L}+r_A+r+r_B+\frac1{2N_R}. \tag{5}$$

The two half terms belong to the junctions with the reservoirs. Using $1/T$ for the interface would count them again at a place where there is no reservoir.

A numerical chain tests (5). It has 40 modes on the left and 24 on the right, slabs with $\tau=0.6$ and $0.5$, and a random, uneven interface with $T=10.2514$. The terms are

$$r_A=\frac{0.6667}{40}=0.0167,\qquad r_B=\frac{1}{24}=0.0417,$$

$$\frac1{80}+\frac1{48}=0.0333,\qquad r=\frac1{10.2514}-0.0333=0.0642.$$

Their sum is 0.1559, hence $T_{\rm tot}=6.415$. Explicit summation of all multiple reflections, with the slabs and reservoir terms then subtracted, gives $r=0.064214$, equal to the formula in all printed digits.

The derivation added probabilities. If waves are added instead, with random unitary matrices as scramblers, 250 samples give a mean $T_{\rm tot}=6.441\pm0.017$, which is 0.4 % above the prediction. Interference thus matters little at these mode numbers. These scramblers break time-reversal symmetry, as a magnetic field does. Without a field, weak localisation lowers the transmission slightly. That the relative change vanishes for many modes is expected, but not proved here.

**(d) Examine the limits, and show what happens without randomisation.**

For a transparent junction of equal conductors, $T=N_L=N_R$ and (2) gives zero, as it must for an imaginary cut through a uniform wire. The expression $1/T$ alone would give $1/N$.

For unequal conductors let $N_<$ and $N_>$ be the smaller and larger mode number. Since $T\le N_<$,

$$r\ge\frac1{N_<}-\frac12\left(\frac1{N_<}+\frac1{N_>}\right)=\frac12\left(\frac1{N_<}-\frac1{N_>}\right). \tag{6}$$

With even populations, a perfectly open interface still has this resistance, because the larger conductor offers more modes than the smaller one can accept. Equality requires every mode of the smaller conductor to be open. The bound belongs to the idealisation. If the bulks scatter isotropically and lateral wavevector is conserved, the blocked modes are the grazing ones, which carry little current, and the resistance can fall well below (6). For two spherical Fermi surfaces it is about 0.64 of the bound at $N_</N_>=0.5$ and about 0.18 of it at $N_</N_>=0.9$. In the opposite limit of weak transmission, the correction relative to $1/T$ is $\tfrac12T(1/N_L+1/N_R)$, which tends to zero.

Now take an interface with ten modes on each side that conserves the mode index. Five modes have transmission 0.9 and five have 0.1. Then $T=5$ and $r=1/5-1/10=0.1$. Put two such interfaces in direct series. A mode of transmission $t$ now passes with probability

$$t^2\left[1+(1-t)^2+(1-t)^4+\dots\right]=\frac{t^2}{1-(1-t)^2}=\frac{t}{2-t}.$$

The total is $5(0.9/1.1)+5(0.1/1.9)=4.354$, and (2) applied to the pair gives $1/4.354-0.1=0.130$ instead of 0.2. The first interface passes mainly the modes that the second also favours. With a fully transmitting scrambler between them the calculation returns 0.200. For interfaces that select modes in this way, additivity thus rests on the randomisation.

**(e) Apply the result to a silicide on heavily doped n-type Si(111).**

Modes are now counted per area, and (2) becomes a contact resistivity $\rho_c$. The inputs for silicon are rough typical values: doping $n=3\times10^{20}\ \mathrm{cm^{-3}}=0.3\ \mathrm{nm^{-3}}$, masses $m_l=0.92$ and $m_t=0.19$ in units of the free-electron mass $m_0$, and relative permittivity 11.7. The metal is a free-electron model with a round Fermi wavevector of $12\ \mathrm{nm^{-1}}$. The barrier, measured from the Fermi level, is $\phi=0.30$ eV. The temperature is zero.

*Silicon modes.* On (111) the six valleys are equivalent. The long axis of each makes an angle with the normal $z$ whose squared cosine is 1/3. Let $u$ be the lateral direction in the plane of axis and normal, and $v$ the other lateral direction. The inverse mass matrix has

$$B_{zz}=\frac1{3m_l}+\frac2{3m_t}\equiv\frac1{m_z},\qquad B_{vv}=\frac1{m_t},\qquad B_{uu}B_{zz}-B_{uz}^2=\frac1{m_lm_t}.$$

Completing the square in $k_z$ leaves the lateral energy

$$\frac{\hbar^2}{2m_0}\left(\frac{q_u^2}{m_u}+\frac{q_v^2}{m_t}\right),\qquad
\frac1{m_u}=B_{uu}-\frac{B_{uz}^2}{B_{zz}}=\frac1{m_lm_tB_{zz}}.$$

Hence $m_u=m_lm_tB_{zz}=(m_t+2m_l)/3=0.677$. There is one mode for each lateral wavevector whose lateral energy lies below $E_F$. These fill an ellipse, and its area divided by $4\pi^2$ is the mode density of one valley.

To fix $E_F$, let $m_d=(m_t^2m_l)^{1/3}=0.321$ and $k_d=(3\pi^2n/6)^{1/3}=1.140\ \mathrm{nm^{-1}}$, so that $E_F=\hbar^2k_d^2/(2m_0m_d)=0.154$ eV. The ellipse has area $\pi k_d^2\sqrt{m_um_t}/m_d$, and six valleys give

$$N_S=\frac{6\sqrt{m_um_t}\,k_d^2}{4\pi m_d}=\frac{6(0.3586)(1.299)}{4\pi(0.3214)}=0.692\ \mathrm{nm^{-2}}.$$

This count treats the six ellipsoids as separate. At this doping their long half axis, $k_d\sqrt{m_l/m_d}=1.93\ \mathrm{nm^{-1}}$, slightly exceeds the distance $0.15\,(2\pi/a)=1.74\ \mathrm{nm^{-1}}$ from the valley centre to the zone boundary, where neighbouring valleys meet (lattice constant $a=0.543$ nm). Less than 1 % of the volume lies beyond, and the change of the bands there is neglected.

The Fermi disc of the metal gives $N_M=12^2/4\pi=11.46\ \mathrm{nm^{-2}}$. Each valley is centred at a distance $0.85\,(2\pi/a)=9.84\ \mathrm{nm^{-1}}$ from the zone centre. The lateral part is $\sqrt{2/3}$ of this, or $8.03\ \mathrm{nm^{-1}}$. The ellipse extends at most $k_d\sqrt{m_u/m_d}=1.65\ \mathrm{nm^{-1}}$ further, so the disc covers all silicon modes.

*Transmission.* Uniform donor charge with no electrons in the depletion layer gives, from Poisson's equation,

$$V(x)=(\phi+E_F)\left(1-\frac xW\right)^2,\qquad W=\sqrt{\frac{2\varepsilon(\phi+E_F)}{e^2n}}=1.40\ \mathrm{nm},$$

where $V$ is measured from the band edge in the bulk. Lateral wavevector is conserved at the contact. The envelope and its derivative divided by the normal mass are continuous. This matching is a model of the atomic interface.

Write the lateral energy as $E_F(1-s^2)$. Then $s$ runs from 0 at grazing to 1 at normal incidence, and the modes are distributed as $2s\,ds$. The computed transmission, averaged over lateral angle, is 0.003 at the grid point nearest grazing and 0.52 at that nearest normal incidence. Its mean over modes is 0.354, so $T=0.354\times0.692=0.245\ \mathrm{nm^{-2}}$.

*Resistivity.* With $h/2e^2=12906\ \Omega$ and $1\ \Omega\,\mathrm{nm^2}=10^{-14}\ \Omega\,\mathrm{cm^2}$, the three terms in units of $10^{-10}\ \Omega\,\mathrm{cm^2}$ are

$$\frac{1.2906}{0.2450}=5.27,\qquad \frac{1.2906}{2(0.6918)}=0.93,\qquad \frac{1.2906}{2(11.459)}=0.06.$$

Therefore

$$\rho_c=(5.27-0.93-0.06)\times10^{-10}=4.3\times10^{-10}\ \Omega\,\mathrm{cm^2},$$

or about 3700 Hartree atomic units. The correction removes 19 % of the $1/T$ term, and nearly all of it comes from silicon, the side with few modes.

At fixed doping the subtracted amount does not depend on the barrier. It is 6 % of the $1/T$ term at $\phi=0.60$ eV, where $\rho_c=15.7\times10^{-10}\ \Omega\,\mathrm{cm^2}$, and 30 % at 0.10 eV, where $\rho_c=2.3\times10^{-10}\ \Omega\,\mathrm{cm^2}$. If every silicon mode were open, (6) would give $0.88\times10^{-10}\ \Omega\,\mathrm{cm^2}$, whereas $1/T$ alone would give $1.87\times10^{-10}\ \Omega\,\mathrm{cm^2}$. At this doping the correction thus lowers the ideal limit by about half.

**(f) How good is the assumption of even populations, and what else moves the number?**

Let scattering in silicon be isotropic with mean free path $\ell$. Rescaling the wavevectors turns the Fermi ellipsoids into spheres, with $s$ the direction cosine. With the metal at $x<0$, the population $f(x,s)$ in silicon obeys

$$s\,\frac{\partial f}{\partial x}=\frac{\bar f-f}{\ell},\qquad \bar f=\frac12\int_{-1}^1f\,ds,$$

where $s>0$ now points into silicon. Far from the contact $f=A+x-\ell s$, as insertion confirms. The bulk potential extrapolates to $A$ at the contact, and the flux towards the metal is $N_S\int_{-1}^{1}2s(\ell s)\,ds=\tfrac43N_S\ell$.

For an estimate, use this bulk form right up to the contact and set the metal population to zero. Electrons arriving with cosine $-s$ have population $A+\ell s$. Let $\bar T=T/N_S$, and let $\langle s\rangle_T$ be the mean of $s$ over the transmitted modes, with weight $2sT(s)$. Equating the fluxes,

$$\bar T\left(A+\ell\langle s\rangle_T\right)=\frac43\ell
\quad\Rightarrow\quad
\frac{A}{4\ell/3}=\frac1{\bar T}-\frac34\langle s\rangle_T .$$

The left side is $N_S$ times the resistance between the metal's arriving electrons and the silicon bulk. For constant $T(s)$, $\langle s\rangle_T=2/3$ and the subtraction is 1/2, the silicon half term of (2). If transmission favours normal incidence, $\langle s\rangle_T$ is larger and the resistance smaller.

The full solution also contains a layer near the contact where the populations readjust. For a fully open contact it gives $A/(4\ell/3)=0.533$ instead of $1-\tfrac12=0.5$, a resistance 6.6 % above the even-population value. For the silicide contact it gives $4.16\times10^{-10}\ \Omega\,\mathrm{cm^2}$, 2.8 % below (2). The opposite sign agrees with the estimate, since transmission here is far larger near normal incidence than at grazing.

The description of the barrier matters more than this. Each change below is made alone and is relative to $\rho_c=4.3\times10^{-10}\ \Omega\,\mathrm{cm^2}$.

- A temperature of 300 K, with $T$ and $N_S$ averaged over energy, changes $\rho_c$ by $-1.6$ %. The averaging rule is a choice. If a long bulk scatters elastically, it fixes how the current is shared among energies. The change then lies between about $-2$ % and $+1$ % for a conductivity growing as $E$ to $E^2$, and reaches about $+11$ % for $E^3$.
- The image force, rounded off at 0.1 nm and shifted to vanish at $x=W$, lowers the barrier and changes $\rho_c$ by $-19$ %. The rounding length is a choice: 0.2 nm gives about $-15$ % and 0.05 nm about $-24$ %. So is the point where the force is cut off, which stands in for screening by the silicon electrons: letting it vanish at 5 nm instead gives about $-31$ %.
- Electrons that penetrate the depletion layer, in the Thomas–Fermi approximation, change it by $+47$ %. They cancel part of the donor charge, so the potential is less steep at each height and the barrier is thicker.

Neither of the last two alters the mode counts, so the subtracted $0.99\times10^{-10}\ \Omega\,\mathrm{cm^2}$ stays the same while the $1/T$ term moves.

Two effects are sized only by their parameters. A non-parabolicity of about 0.5 per eV lowers the velocity at $E_F$ by 13 %. The mean dopant spacing, 1.5 nm, is as large as $W$, so a smooth donor charge is a poor picture of the individual barrier.

The bulk must also be thick enough to randomise. By (4), adding slabs makes $1/\tau-1$ proportional to length, $1/\tau-1=L/\lambda$, and the conductivity is $\sigma=(2e^2/h)N_S\lambda$. A rough mobility of $60\ \mathrm{cm^2/Vs}$ gives $\lambda=5.4$ nm. The bulk flux found above means $\lambda=4\ell/3$, so the mean free path is $\ell=4.0$ nm. At this value a fraction $1-e^{-W/\ell}=0.29$ of the electrons moving along the normal would scatter within a distance $W$, so scattering-free passage through the barrier is only a rough approximation. Silicon much thinner than $\lambda$ between the contact and the next interface would not randomise the populations, and the derivation of (2) would not apply. How large the error becomes depends on how selective the two interfaces are. The contact itself has the resistance of 12 nm of this silicon.

Beside real contacts, the doping is high but within reach of advanced processing. A barrier of 0.30 eV is low for n-type silicon: roughly that of rare-earth silicides, while many common silicides lie nearer 0.6 eV. The best contacts reach resistivities of very roughly $10^{-9}\ \Omega\,\mathrm{cm^2}$, the order of the model's values for these two barriers. Most devices use (001) surfaces, for which the valley projection and $N_S$ must be worked out anew. Over the ranges tried here, the doping and the height of the barrier move the result most. At $\phi=0.30$ eV, a doping of $1\times10^{20}\ \mathrm{cm^{-3}}$ would raise $\rho_c$ about sixfold, and (e) gives values for other heights. The round Fermi wavevector of the metal matters too: 14 instead of $12\ \mathrm{nm^{-1}}$ would raise $\rho_c$ by about 20 %, and for small changes of equal percentage it counts about as much as the barrier height. At a given doping and height and for a given metal, the shape of the barrier has the largest effect of those computed here. The shifts of $-19$ % and $+47$ % show the scale of that uncertainty, without the random dopants. The value of $\rho_c$ therefore illustrates the correction and does not predict the resistivity of a particular silicide. The numerical output below lists the main values in full.

## Calculated quantities

```
SCRAMBLING TESTS (resistances in h/2e^2)
modes left, right: 40, 24; slab tau: 0.6, 0.5
contact total transmission: 10.2514
contact resistance, formula: 0.064214
contact resistance, from chain: 0.064214
chain transmission, predicted: 6.4151
chain transmission, coherent mean: 6.4411 +- 0.0165 (250 samples)
selective contact (10 modes, half 0.9, half 0.1): 0.1000
two in direct series: 0.1297
two with scrambler between: 0.2000
Milne length / mean free path: 0.7104 (integral 0.7104)
open contact, Boltzmann N*R: 0.5328 (even: 0.5)
SILICIDE ON n-Si(111): INPUTS
doping: 3.0e+20 cm^-3; permittivity: 11.7
masses long., transv.: 0.92, 0.19 m0
metal Fermi wavevector: 12.0 nm^-1
mobility: 60 cm2/Vs; lattice: 0.543 nm
INTERMEDIATE VALUES
mass along normal: 0.2583 m0; radial: 0.6767 m0
density-of-states mass per valley: 0.3214 m0
valley lateral wavevector: 8.031 nm^-1
Fermi energy in Si: 0.1540 eV
Si modes per spin: 0.6918 nm^-2 (counted 0.6903)
metal modes per spin: 11.459 nm^-2
barrier: 0.30 eV; depletion width: 1.399 nm
peak field: 6.49 MV/cm
one-mode transmission: slices 0.41786, ODE 0.41786
T at grazing, normal nodes: 0.0032, 0.5194
total transmission per spin: 0.2450 nm^-2
RESULTS (contact resistivity in 1e-10 ohm cm2)
h/2e^2: 12906.40 ohm
1/T term: 5.268
Si half term: 0.933
metal half term: 0.0563
corrected: 4.279; reduction: 18.8 %
corrected, in atomic units of resistance*area: 3719.7
lower limit, all Si modes open: 0.876 (uncorrected 1.866)
barrier 0.60 eV: mean T 0.1119, 1/T term 16.664, corrected 15.675
barrier 0.30 eV: mean T 0.3541, 1/T term 5.268, corrected 4.279
barrier 0.10 eV: mean T 0.5621, 1/T term 3.319, corrected 2.330
NEGLECTED EFFECTS (resistivity in 1e-10 ohm cm2)
isotropic scattering in Si: 4.158 (-2.8 %)
at 300 K: 4.213 (-1.6 %), Fermi level 0.1502 eV
image force: 3.449 (-19.4 %)
screening tail: 6.290 (+47.0 %)
velocity loss, non-parabolicity 0.5/eV: 13 %
mean dopant spacing: 1.49 nm
Si backscattering length: 5.38 nm
Si length of equal resistance: 12.3 nm
```
